# Multiple spawning: amplitude equations and the centroid approximation for matrix elements, part 1

(Sections cited here and not found follow in the later parts.)

## Setting

Atomic units are used, with $\hbar = 1$. One nuclear coordinate $R$ of mass $M$ is written out; part (e) gives the extension to many coordinates. The molecular Hamiltonian is

$$\hat H = -\frac{1}{2M}\partial^2 + \hat H_{\rm el}(r;R), \qquad \partial \equiv \frac{\partial}{\partial R}\Big|_{r},$$

and it has no explicit time dependence. The adiabatic electronic states obey $\hat H_{\rm el}\phi_I = E_I(R)\phi_I$. They are real, orthonormal at every $R$, $\langle\phi_I|\phi_J\rangle_r = \delta_{IJ}$, and twice differentiable in $R$ wherever the nuclear functions have weight, which excludes a conical intersection inside that region. The derivative couplings are

$$d_{IJ}(R) = \langle\phi_I|\partial\phi_J\rangle_r, \qquad D_{IJ}(R) = \langle\phi_I|\partial^2\phi_J\rangle_r .$$

Multiple spawning expands the wavefunction as

$$\Psi(r,R,t) = \sum_I\sum_{k} c_k^I(t)\,\chi_k^I(R,t)\,\phi_I(r;R),$$

$$\chi_k = \Big(\frac{2\alpha_k}{\pi}\Big)^{1/4}\exp\!\big[-\alpha_k(R-R_k)^2 + iP_k(R-R_k) + i\gamma_k\big].$$

The widths $\alpha_k>0$ are fixed (frozen Gaussians). The real parameters $R_k(t)$, $P_k(t)$, $\gamma_k(t)$ follow a prescribed motion, usually a classical trajectory on the surface $E_I$ that carries the function. The Gaussians on one state are linearly independent and not orthogonal. The state label on $\chi$ is dropped where it is clear, a prime is $d/dR$, and $\langle f\rangle_{kl} = \int\chi_k^*\,f\,\chi_l\,dR$. The numbers quoted come from the numerical check, apart from the comparison values in part (h) for larger basis sets, other origins and the full diagonal term, which use the same method with those settings.

## (a) The Hamiltonian between electronic states

Find the operator in $R$ that results from placing $\hat H$ between $\phi_I$ and $\phi_J$. Express $D_{IJ}$ through the $d_{IJ}$ and write the operator in a form whose Hermiticity is visible. Specialize to two states.

### Solution

Let $\chi(R)$ be any nuclear function. The product rule gives

$$\partial^2(\chi\phi_J) = \chi''\phi_J + 2\chi'\,\partial\phi_J + \chi\,\partial^2\phi_J .$$

Multiplying by $\phi_I$ and integrating over $r$ turns the three terms into $\delta_{IJ}\chi''$, $2d_{IJ}\chi'$ and $D_{IJ}\chi$, while the electronic part gives $\delta_{IJ}E_I\chi$. Therefore

$$\hat H^{IJ} = \delta_{IJ}\Big[-\frac{\partial^2}{2M} + E_I\Big] - \frac{1}{M}d_{IJ}\,\partial - \frac{1}{2M}D_{IJ}. \tag{1}$$

Differentiating $\langle\phi_I|\phi_J\rangle = \delta_{IJ}$ gives $\langle\partial\phi_I|\phi_J\rangle + \langle\phi_I|\partial\phi_J\rangle = 0$. For real states the first term is $d_{JI}$, so $d_{JI} = -d_{IJ}$ and $d_{II}=0$. Differentiating the definition of $d_{IJ}$ gives

$$d_{IJ}' = \langle\partial\phi_I|\partial\phi_J\rangle + D_{IJ}.$$

A complete set of electronic states inserted in the first term yields $\sum_K\langle\partial\phi_I|\phi_K\rangle\langle\phi_K|\partial\phi_J\rangle = \sum_K d_{KI}d_{KJ} = -\sum_K d_{IK}d_{KJ}$. Hence

$$D_{IJ} = d_{IJ}' + \sum_K d_{IK}d_{KJ}, \tag{2}$$

with $K$ running over all electronic states, including those left out of the expansion of $\Psi$.

As operators on $\chi$, $\partial d = d' + d\,\partial$, so $d\,\partial + \tfrac12 d' = \tfrac12(d\,\partial + \partial d)$. Equation (1) becomes

$$\hat H^{IJ} = \delta_{IJ}\Big[-\frac{\partial^2}{2M} + E_I\Big] - \frac{1}{2M}\big(d_{IJ}\partial + \partial d_{IJ}\big) - \frac{1}{2M}\sum_K d_{IK}d_{KJ}. \tag{3}$$

Hermiticity of the full operator means $(\hat H^{JI})^\dagger = \hat H^{IJ}$. On decaying functions $\partial^\dagger = -\partial$, so $(d_{JI}\partial + \partial d_{JI})^\dagger = -(\partial d_{JI} + d_{JI}\partial) = d_{IJ}\partial + \partial d_{IJ}$: the sign from the derivative cancels the sign from the antisymmetry of $d$. The last term is a real function, symmetric under $I\leftrightarrow J$ because $d_{JK}d_{KI} = (-d_{KJ})(-d_{IK})$. The operator $-d_{IJ}\partial/M$ alone fails the condition, since $(-d_{JI}\partial)^\dagger = \partial d_{JI} = -d_{IJ}\partial - d_{IJ}'$. The piece $d'$ of $D$ is what repairs it.

For two states $0$ and $1$ with $d\equiv d_{01}$, the off-diagonal sum is $d_{00}d_{01} + d_{01}d_{11} = 0$ and each diagonal sum is $d_{01}d_{10} = -d^2$. Thus

$$\hat H^{II} = -\frac{\partial^2}{2M} + E_I + \frac{d^2}{2M}, \qquad \hat H^{01} = -\frac{1}{M}\Big(d\,\partial + \tfrac12 d'\Big), \qquad \hat H^{10} = -\hat H^{01}. \tag{4}$$

This is exact when the electronic space has two states. For a molecule it omits the terms of the sum in (2) that pass through other states. At a conical intersection in two coordinates $d$ grows as the inverse distance, the integral of $d^2$ against a Gaussian product diverges logarithmically, and real states change sign around the point; the expansion in single-valued Gaussians then loses its footing.

## (b) The amplitude equations

The basis is finite, so $\Psi$ cannot satisfy the Schrödinger equation exactly. For given amplitudes and given motion of the Gaussians, find the $\dot c$ that makes the residual $(i\partial_t - \hat H)\Psi$ as small as possible, and write the result state by state.

### Solution

Write $b_k = \chi_k\phi_{I_k}$, where the single index $k$ now runs over all functions on all states and $I_k$ is the state of function $k$. The $\phi_I$ depend on $R$ as a parameter and carry no time dependence, so $\dot b_k = \dot\chi_k\phi_{I_k}$. Then

$$\dot\Psi = \sum_l \dot c_l b_l + w, \qquad w = \sum_l c_l\dot b_l,$$

and the residual is

$$\varrho = i\sum_l\dot c_l b_l + \varrho_0, \qquad \varrho_0 = iw - \hat H\Psi .$$

The vector $\varrho_0$ does not depend on $\dot c$. The first term can be any vector in the span of the basis. Let $\hat{\mathcal P}$ be the orthogonal projector on that span and $\hat Q = 1-\hat{\mathcal P}$. The two components of $\varrho$ are orthogonal, so

$$\|\varrho\|^2 = \Big\|i\sum_l\dot c_l b_l + \hat{\mathcal P}\varrho_0\Big\|^2 + \|\hat Q\varrho_0\|^2 .$$

The second term is fixed and the first can be made zero. The minimum is reached when $\hat{\mathcal P}\varrho = 0$, that is $\langle b_k|\varrho\rangle = 0$ for every $k$, and its value is $\|\varrho\| = \|\hat Q\varrho_0\|$. Minimizing the residual and projecting the Schrödinger equation on each basis function are the same condition. Written out,

$$i\sum_l\langle b_k|b_l\rangle\dot c_l + i\sum_l\langle b_k|\dot b_l\rangle c_l - \sum_l\langle b_k|\hat H|b_l\rangle c_l = 0 .$$

Define

$$S_{kl} = \langle b_k|b_l\rangle, \qquad \dot S_{kl} = \langle b_k|\dot b_l\rangle, \qquad H_{kl} = \langle b_k|\hat H|b_l\rangle .$$

Multiplying by $-i$ and moving the last two terms to the right gives

$$S\dot c = -i\,(H - i\dot S)\,c = -iHc - \dot Sc. \tag{5}$$

In $S$ and $\dot S$ the integral over $r$ can be done first at fixed $R$ and gives $\delta_{I_kI_l}$, so both matrices are block diagonal in the electronic state, with blocks $S^{II}_{kl} = \langle\chi_k^I|\chi_l^I\rangle$ and $\dot S^{II}_{kl} = \langle\chi_k^I|\partial_t\chi_l^I\rangle$. In $H$ the integral over $r$ gives the operator of part (a), $H^{IJ}_{kl} = \langle\chi_k^I|\hat H^{IJ}|\chi_l^J\rangle$. The block row for state $I$ is

$$S^{II}\dot c^{\,I} = -i\Big[\big(H^{II} - i\dot S^{II}\big)c^I + \sum_{J\ne I}H^{IJ}c^J\Big]. \tag{6}$$

Linear independence makes each $S^{II}$ positive definite, so (6) can be solved for $\dot c^{\,I}$. The dot in $\dot S$ is a name: the time derivative acts on the ket only. Nothing in the derivation used the law of motion of $R_k$, $P_k$, $\gamma_k$. A classical law is a guess at where basis functions are needed, and it affects $\|\hat Q\varrho_0\|$, not the form of (6). If $\hat Q\varrho_0$ vanishes at all times, (6) is the Schrödinger equation.

The phases $\gamma_k$ are redundant. Under $\gamma_l\to\gamma_l+\theta_l(t)$ the function $b_l$ becomes $e^{i\theta_l}b_l$, and the amplitude $e^{-i\theta_l}c_l$ gives the same $\Psi$. The span and hence $\hat{\mathcal P}$ are unchanged, and $\dot\Psi = (\dot c_l - i\dot\theta_lc_l)b_l + c_l(\dot b_l + i\dot\theta_lb_l)$, summed over $l$, is unchanged as well, so the condition $\hat{\mathcal P}\varrho=0$ holds in both descriptions.

## (c) Norm, populations, energy and spawning

From (5), find the rates of change of the norm, of the population of one state and of the energy. Determine what happens if $\dot S$ is replaced by $\tfrac12\,dS/dt$. Show what adding a basis function with zero amplitude does to $\Psi$ and to the residual.

### Solution

The true derivative of the overlap acts on both sides:

$$\frac{dS_{kl}}{dt} = \langle\dot b_k|b_l\rangle + \langle b_k|\dot b_l\rangle = (\dot S^\dagger + \dot S)_{kl}. \tag{7}$$

The norm is $\langle\Psi|\Psi\rangle = c^\dagger Sc$. With $S\dot c$ from (5) and its adjoint $\dot c^\dagger S = ic^\dagger H^\dagger - c^\dagger\dot S^\dagger$,

$$\frac{d}{dt}c^\dagger Sc = \big(ic^\dagger H^\dagger c - c^\dagger\dot S^\dagger c\big) + \big(-ic^\dagger Hc - c^\dagger\dot Sc\big) + c^\dagger(\dot S+\dot S^\dagger)c = -i\,c^\dagger(H-H^\dagger)c. \tag{8}$$

The norm is conserved for any Hermitian matrix $H$, exact or approximate, and for a basis of any size. Conservation of the norm therefore carries no information on convergence.

The population of state $I$ is $n_I = \int|\langle\phi_I|\Psi\rangle_r|^2dR = c^{I\dagger}S^{II}c^I$. The same steps applied to (6) cancel the $\dot S^{II}$ terms and, since $H^{II}$ is Hermitian, the $H^{II}$ terms. What remains is $-iz + iz^*$ with $z = \sum_{J\neq I}c^{I\dagger}H^{IJ}c^J$, and $-i(z - z^*) = 2\,\mathrm{Im}\,z$:

$$\dot n_I = 2\,\mathrm{Im}\sum_{J\ne I}c^{I\dagger}H^{IJ}c^J. \tag{9}$$

For the energy $E = \langle\Psi|\hat H|\Psi\rangle$, with exact matrix elements, $\dot E = 2\,\mathrm{Re}\langle\hat H\Psi|\dot\Psi\rangle$. The condition $\hat{\mathcal P}\varrho = 0$ gives $\hat{\mathcal P}\dot\Psi = -i\hat{\mathcal P}\hat H\Psi$, and $\hat Q\dot\Psi = \hat Qw$ because $\hat Qb_l = 0$. The first part contributes $2\,\mathrm{Re}(-i\|\hat{\mathcal P}\hat H\Psi\|^2) = 0$, so

$$\dot E = 2\,\mathrm{Re}\,\langle\hat H\Psi|\hat Q|w\rangle. \tag{10}$$

The energy is conserved when the basis is at rest ($w=0$), when the motion stays inside the span, or when $\hat H\Psi$ lies in the span. A finite basis on prescribed trajectories need not meet any of these conditions, and each trajectory may conserve its classical energy while $E$ drifts.

Split $\dot S$ into Hermitian and anti-Hermitian parts, using (7) for the first:

$$-i\dot S = -\frac{i}{2}\frac{dS}{dt} - K, \qquad K = \frac{i}{2}\big(\dot S - \dot S^\dagger\big) = K^\dagger .$$

Equation (5) reads $S\dot c = -i(H-K)c - \tfrac12(dS/dt)c$. The matrix $K$ removes from $H$ the evolution that the moving basis already performs. Replacing $\dot S$ by $\tfrac12dS/dt$ drops $K$, which is the same as using the Hermitian matrix $H+K$ in place of $H$ in the correct equation. By (8) the norm is still conserved, while the state evolves under the wrong generator.

Spawning adds a function $b_{n}$ with $c_n = 0$. The sums for $\Psi$, $w$ and $\hat H\Psi$ gain a zero term, so $\Psi$, every $n_I$, $E$ and $\varrho_0$ are continuous. The span grows by the unit vector $e = \hat Qb_n/\|\hat Qb_n\|$, the new projector is $\hat Q' = \hat Q - |e\rangle\langle e|$, and

$$\|\hat Q'\varrho_0\|^2 = \|\hat Q\varrho_0\|^2 - |\langle e|\varrho_0\rangle|^2 .$$

The residual cannot rise, and it falls by the part of $\varrho_0$ that the new direction captures. If the new function is the first on its state $J$, then $S^{JJ}=1$, $c^J=0$, and (6) gives $\dot c_n = -i\sum_{I\neq J}\sum_lH^{JI}_{nl}c_l^I$: its amplitude starts to grow at a rate set by the interstate elements alone. The equations do not return the amplitude that the function would have gathered had it existed earlier. For this reason the spawning procedure propagates the child back to the time at which the coupling became appreciable and integrates (6) again from there.

## (d) Overlap, gradient, kinetic and time-derivative elements

Write $\chi_k^*\chi_l$ as a single Gaussian. Obtain $\langle 1\rangle_{kl}$, $\langle\partial\rangle_{kl}$, the kinetic element and $\dot S_{kl}$ in closed form. Evaluate $H - i\dot S$ for one function on a classical trajectory with $\dot\gamma$ equal to the Lagrangian.

This part has derived the Hamiltonian between electronic states, the amplitude equations, and the rates of change of norm, populations and energy, and has shown what spawning does to the residual. What remains is to solve part (d) for the Gaussian matrix elements, to derive and assess SPA0 for the potential and coupling elements, and to test the results numerically.
